\section*{Early Capture of a Deposition Pulse by Two Absorbing Terrace Edges}

\section{Definitions and conventions}

A terrace occupies $0<x<L$ between two straight parallel steps. At $t=0$ a pulse adds a uniform adatom density $n_0$. The density $n(x,t)$ is the excess due to the pulse, per unit area, and $D$ is the diffusion constant across the steps. The model is
\begin{align}
\partial_t n &= D\,\partial_x^2 n, & n(x,0)&=n_0, \label{eq:diff}\\
n(0,t)&=n(L,t)=0 & (t&>0). \label{eq:bc}
\end{align}
The edge condition describes perfect sinks. If the steps hold the total density at a nonzero equilibrium value, the difference between the solutions with and without the pulse still obeys \eqref{eq:diff} and \eqref{eq:bc}, because the problem is linear. The result is then the net capture of the excess.

The density is uniform along the steps, so diffusion in that direction does not enter. Desorption, nucleation, interactions between adatoms and step motion during the observation are neglected.

The captured fraction is what has left the terrace:
\begin{equation}
F(t)=1-\frac{1}{n_0L}\int_0^L n(x,t)\,dx .
\end{equation}
Differentiating and using \eqref{eq:diff} gives
\begin{equation}
\frac{dF}{dt}=\frac{D}{n_0L}\left[\partial_x n(0,t)-\partial_x n(L,t)\right].
\label{eq:rate}
\end{equation}
Both terms are positive, since the density rises from each edge inward. The natural variable is $\tau=Dt/L^2$. The algebra holds in any consistent units; in atomic units $D$ is measured in $\hbar/m_e$.

\section{The early law}

For $\sqrt{Dt}\ll L$ the depleted region at one edge has not reached the other, and each edge can be treated as the boundary of a half-space. This half-space has no length of its own, so try $n=n_0g(y)$ with $y=x/(2\sqrt{Dt})$. Since $\partial_t y=-y/(2t)$ and $\partial_x y=1/(2\sqrt{Dt})$,
\begin{equation}
-\frac{y}{2t}\,g'=D\,\frac{g''}{4Dt}
\quad\Longrightarrow\quad g''+2y\,g'=0 .
\end{equation}
Hence $g'=Ce^{-y^2}$. The conditions $g(0)=0$ and $g(\infty)=1$ fix $C=2/\sqrt\pi$, so $n=n_0\,\mathrm{erf}(y)$. The flux into the edge is
\begin{equation}
D\,\partial_xn(0,t)=Dn_0\,\frac{2}{\sqrt\pi}\,\frac{1}{2\sqrt{Dt}}
=n_0\sqrt{\frac{D}{\pi t}} .
\end{equation}
It diverges at $t=0$, where the density jumps at the edge, but its time integral is finite: $2n_0\sqrt{Dt/\pi}$ per unit length of step. Adding the two edges and dividing by the deposited amount $n_0L$ gives
\begin{equation}
\boxed{F(t)\simeq\frac{4}{L}\sqrt{\frac{Dt}{\pi}}}
\qquad (Dt\ll L^2).
\label{eq:law}
\end{equation}
Each edge has captured as much as an initially full strip of width $2\sqrt{Dt/\pi}$ contained.

\section{The finite terrace and the error of the law}

Let a tilde denote the Laplace transform and let $q=\sqrt{s/D}$. Equation \eqref{eq:diff} becomes $s\tilde n-n_0=D\tilde n''$. The solution that vanishes at both edges is
\begin{equation}
\tilde n=\frac{n_0}{s}\left[1-\frac{\cosh q(x-L/2)}{\cosh(qL/2)}\right],
\qquad
D\tilde n'(0)=\frac{n_0Dq}{s}\tanh\frac{qL}{2}.
\end{equation}
The other edge receives the same flux. Since $F(0)=0$, the transform of $dF/dt$ is $s\tilde F$, and \eqref{eq:rate} gives
\begin{equation}
\tilde F=\frac{2Dq}{Ls^2}\tanh\frac{qL}{2}
=\frac{2\sqrt D}{L\,s^{3/2}}\tanh\frac{qL}{2}.
\label{eq:transform}
\end{equation}
With $u=e^{-qL}<1$,
\begin{equation}
\tanh\frac{qL}{2}=\frac{1-u}{1+u}=(1-u)\sum_{m\ge0}(-u)^m
=1+2\sum_{m\ge1}(-1)^me^{-mqL}.
\label{eq:tanh}
\end{equation}

The inversion needs one integral. For $b>0$, put $t=v^2$:
\begin{equation}
\int_0^\infty\! \frac{e^{-st-b^2/4t}}{\sqrt{\pi t}}\,dt
=\frac{2e^{-b\sqrt s}}{\sqrt\pi}\,J,\qquad
J=\int_0^\infty\! e^{-w^2}dv,\quad w=\sqrt s\,v-\frac{b}{2v}.
\end{equation}
The substitution $v\to b/(2\sqrt s\,v)$ changes $w$ to $-w$ and gives $J=\int_0^\infty e^{-w^2}\,b/(2\sqrt s\,v^2)\,dv$. The mean of the two forms contains $dw=(\sqrt s+b/2v^2)\,dv$:
\begin{equation}
J=\frac{1}{2\sqrt s}\int_{-\infty}^{\infty}e^{-w^2}dw=\frac{\sqrt\pi}{2\sqrt s}.
\end{equation}
Thus $s^{-1/2}e^{-b\sqrt s}$ is the transform of $e^{-b^2/4t}/\sqrt{\pi t}$. Integrating over $b$ from its value to infinity divides the transform by $\sqrt s$. Doing so twice yields
\begin{align}
s^{-1}e^{-b\sqrt s}&\;\longleftrightarrow\;\mathrm{erfc}\frac{b}{2\sqrt t},\\
s^{-3/2}e^{-b\sqrt s}&\;\longleftrightarrow\;2\sqrt t\;\mathrm{ierfc}\frac{b}{2\sqrt t},
\label{eq:pair}
\end{align}
where integration by parts gives
\begin{equation}
\mathrm{ierfc}\,z=\int_z^\infty\mathrm{erfc}\,w\,dw
=\frac{e^{-z^2}}{\sqrt\pi}-z\,\mathrm{erfc}\,z .
\end{equation}
At $b=0$, \eqref{eq:pair} gives $2\sqrt{t/\pi}$. Inserting \eqref{eq:tanh} in \eqref{eq:transform}, with $b=mL/\sqrt D$ in the $m$th term, gives
\begin{equation}
F=4\sqrt{\frac{\tau}{\pi}}
+8\sqrt\tau\sum_{m\ge1}(-1)^m\,\mathrm{ierfc}\frac{m}{2\sqrt\tau}.
\label{eq:series}
\end{equation}

The function ierfc is positive and decreasing, so the sum alternates with decreasing terms. Its first term therefore sets the sign of the error and bounds it:
\begin{equation}
0<4\sqrt{\frac{\tau}{\pi}}-F<8\sqrt\tau\,\mathrm{ierfc}\frac{1}{2\sqrt\tau}
<\frac{16\,\tau^{3/2}}{\sqrt\pi}\,e^{-1/(4\tau)} .
\label{eq:bound}
\end{equation}
The last inequality uses $\mathrm{erfc}\,w<e^{-w^2}/(w\sqrt\pi)$, which gives $\mathrm{ierfc}\,z<e^{-z^2}/(2\sqrt\pi z^2)$. The early law thus has no correction in powers of $\tau$. It fails when the two depleted regions overlap, and it fails on the high side because each edge then draws on material the other has already taken.

\subsection*{Late times}

The sine expansion of the initial density is $n_0=\sum_{j\,\mathrm{odd}}(4n_0/j\pi)\sin(j\pi x/L)$. Each mode decays as $e^{-j^2\pi^2\tau}$, and its sine has the terrace average $2/(j\pi)$. Therefore
\begin{equation}
F=1-\frac{8}{\pi^2}\sum_{j\,\mathrm{odd}}\frac{e^{-j^2\pi^2\tau}}{j^2}.
\label{eq:modes}
\end{equation}
This form suits large $\tau$, where the slowest mode dominates; \eqref{eq:series} suits small $\tau$. When \eqref{eq:series} is truncated, the first omitted term bounds the error.

\subsection*{Numerical range}

The following values compare \eqref{eq:law} and \eqref{eq:series} with a direct diagonalization of the diffusion operator on 800 equal cells.
\begin{center}
\begin{tabular}{cccc}
$\tau$ & early law & series & diagonalization\\
0.01 & 0.2257 & 0.2257 & 0.2257\\
0.05 & 0.5046 & 0.5041 & 0.5041\\
0.10 & 0.7136 & 0.6979 & 0.6979\\
0.20 & 1.0093 & 0.8874 & 0.8874
\end{tabular}
\end{center}
The law is 1\% above the true $F$ at $\tau=0.080$. At $\tau=\pi/16=0.196$ it predicts complete capture, while the true fraction is 0.883. At $\tau=0.2$ the $j=1$ term of \eqref{eq:modes} alone reproduces the tabulated 0.8874.

\section{What limits the law at short times}

Within the model, \eqref{eq:law} holds down to $t=0$. On a surface it holds in a window, because attachment, hopping and deposition each take time.

\subsection{Finite attachment rate}

Let the edge at $x=0$ accept atoms with rate constant $\kappa$, so that $D\,\partial_xn=\kappa n$ there, and define the attachment length $\ell=D/\kappa$. Before the edges interact, the half-space solution is $\tilde n=(n_0/s)(1-Ae^{-qx})$. The edge condition gives $\ell qA=1-A$, hence $A=1/(1+\ell q)$. The captured amount $M$ per unit length has as its transform the flux divided by $s$. With $Dq^2=s$,
\begin{equation}
\frac{\tilde M}{n_0}=\frac{Dq}{s^2(1+\ell q)}=\frac{1}{sq(1+\ell q)}
=\frac{1}{sq}-\frac{\ell}{s(1+\ell q)} .
\end{equation}
The first term is the perfect sink. For the second, let $\alpha=\sqrt D/\ell$. Integration by parts for $s>\alpha^2$ gives
\begin{align}
\int_0^\infty\! e^{-st}e^{\alpha^2t}\mathrm{erfc}(\alpha\sqrt t)\,dt
&=\frac{1}{s-\alpha^2}\left[1-\int_0^\infty\!\frac{\alpha e^{-st}}{\sqrt{\pi t}}dt\right]\nonumber\\
&=\frac{1-\alpha/\sqrt s}{s-\alpha^2}=\frac{1}{\sqrt s(\sqrt s+\alpha)} .
\end{align}
Subtracting this from $1/s$ leaves $\alpha/[s(\sqrt s+\alpha)]=1/[s(1+\ell q)]$. One imperfect edge therefore lowers $F$ by
\begin{equation}
\Delta=\frac{\ell}{L}\left[1-e^{y^2}\mathrm{erfc}\,y\right],\qquad
y=\frac{\sqrt{Dt}}{\ell}.
\label{eq:deficit}
\end{equation}
The product $e^{y^2}\mathrm{erfc}\,y$ should be evaluated as one scaled function, since the exponential overflows at large $y$.

For $y\gg1$ the loss saturates at $\ell/L$, which becomes small relative to \eqref{eq:law} as $t$ grows. For $y\ll1$, expanding both factors gives $e^{y^2}\mathrm{erfc}\,y=1-2y/\sqrt\pi+y^2-4y^3/(3\sqrt\pi)+\dots$, so that
\begin{equation}
\frac{M}{n_0L}=\frac{\ell}{L}\left[y^2-\frac{4y^3}{3\sqrt\pi}+\dots\right]
\simeq\frac{\kappa t}{L} .
\end{equation}
Capture then starts linearly in time, because the density at the edge is still $n_0$. In a test with $\ell=L/2$ at both edges, raising $\tau$ from $10^{-4}$ to $4\times10^{-4}$ multiplied $F$ by 3.94. The negative $y^3$ term accounts for a value below 4. For perfect sinks, raising $\tau$ from 0.005 to 0.02 gave a factor 2.000.

\subsection{Discrete sites and an edge barrier}

Let atoms hop between sites of spacing $a$ with rate $\Gamma$ in each direction across the terrace. The mean square displacement is $2\Gamma a^2t$, so $D=\Gamma a^2$. With $N=L/a$ there are $N-1$ sites between the steps. For $\Gamma t\ll1$ only the two outermost sites lose atoms appreciably, each at rate $\Gamma$, and the captured fraction of atoms that landed between the steps is $2\Gamma t/(N-1)$, again linear.

Suppose an extra barrier $B$ reduces the last hop into the step to $\Gamma'=\Gamma e^{-B/k_BT}$. If the density falls by $g$ per site near the edge, equal currents require $\Gamma g=\Gamma'n_1$, where $n_1$ is the occupation of the last terrace site. The extrapolated profile vanishes a distance $a\,n_1/g=a\Gamma/\Gamma'$ from that site, or $a(\Gamma/\Gamma'-1)$ beyond the step site. The condition $n=\ell\,\partial_xn$ puts this zero at a distance $\ell$ beyond the edge, so
\begin{equation}
\ell=a\left(e^{B/k_BT}-1\right).
\label{eq:ell}
\end{equation}
This holds when the profile is smooth on the scale $a$.

\subsection{Pulse duration}

If atoms arrive uniformly during $0<t'<t_p$, the fraction captured at $t>t_p$ is the mean of $F(t-t')$. For $t_p\ll t$, $\sqrt{t-t'}\simeq\sqrt t\,(1-t'/2t)$. Since the mean of $t'$ is $t_p/2$, $F$ is lowered by the relative amount $t_p/(4t)$.

Altogether, the early law requires
\begin{equation}
\max\left(\Gamma^{-1},\;\ell^2/D,\;t_p\right)\ll t\ll L^2/D .
\label{eq:window}
\end{equation}
The lower limit must be met by a wide margin. For one imperfect edge with $\sqrt{Dt}\gg\ell$, the relative loss is about $\sqrt\pi\,\ell/(4\sqrt{Dt})$, which falls only as $t^{-1/2}$.

\section{Example: gallium on vicinal GaAs(001)}

The inputs are rough: temperature 850 K, hop barrier 1.5 eV, prefactor $10^{13}\ \mathrm{s^{-1}}$, site spacing 4 \AA, and an extra barrier of 0.1 eV at the descending edge. The terrace width is 400 \AA\ (40 nm). The pulse lasts 0.1 ms and deposits $10^{-5}$ adatoms per site. Capture is evaluated at 15 ms.

With $k_BT=0.07325$ eV,
\begin{align}
\Gamma&=10^{13}e^{-1.5/0.07325}\ \mathrm{s^{-1}}=1.28\times10^4\ \mathrm{s^{-1}},\\
D&=\Gamma(4\ \text{\AA})^2=2.04\times10^5\ \text{\AA}^2/\mathrm s .
\end{align}
This is $2.0\times10^{-11}\ \mathrm{cm^2/s}$, or $1.8\times10^{-11}\,\hbar/m_e$. The diffusion length $\sqrt{Dt}$ is 55 \AA. With one more digit kept in $D$,
\begin{equation}
\tau=\frac{(2.044\times10^5)(0.015)}{400^2}=0.01916,\qquad
F=4\sqrt{\frac{0.01916}{\pi}}=0.312 .
\end{equation}
The series gives the same value to the printed digits. The times in \eqref{eq:window} are in the required order, but not widely separated: the hop time is 0.08 ms, $\ell^2/D$ is 0.67 ms, and $L^2/D$ is 783 ms. The law stays within 1\% of the perfect-sink result until about $0.0797\times783\simeq62$ ms. With the edge barrier it is less accurate: between 1 and 200 ms it always lies at least 5\% above the hopping model described below.

\subsection*{Neglected effects}

The edge barrier is the largest correction calculated at fixed $D$. Equation \eqref{eq:ell} gives $\ell=4(e^{0.1/0.07325}-1)=11.7$ \AA, and \eqref{eq:deficit} gives $\Delta=0.026$. A site-by-site hopping calculation, which counts atoms landing on the step site as captured, gives $F=0.312$ without the barrier and 0.288 with it, a relative drop of 7.9\%. Its drop of 0.0246 lies slightly below the continuum value 0.0258; the finite site spacing is the main difference between the two calculations.

The pulse duration lowers the perfect-sink $F$ by $0.1/(4\times15)=0.17\%$. Desorption with a rough barrier of 2.5 eV removes at most about $2\times10^{-4}$ of the atoms. Each step advances by $10^{-5}\times0.312\times400=0.0012$ \AA\ per pulse, so step motion is negligible.

Encounters were counted with random walks on an unbounded square lattice with isotropic hopping and no interaction; two adatoms meet when they occupy the same or nearest-neighbour sites. An adatom meets on average 0.008 others from the same pulse within 15 ms; adatoms already present on the surface are not counted. This mean is an upper bound on the probability of at least one encounter in that model. At fixed time it is proportional to the coverage, so a pulse of $10^{-3}$ adatoms per site would give about 0.8, and neglecting nucleation would no longer be justified. Unlike $F$, this count depends on hopping along the steps, which on a reconstructed surface need not have the same barrier. If that barrier is lower by 0.1 eV the mean rises from 0.008 to about 0.015, and if it is lower by 0.3 eV to about 0.06.

\subsection*{Relation to real growth}

The temperature and terrace width are chosen for illustration. The pulse is an idealization: mechanical shutters act much more slowly than 0.1 ms, and the coverage was chosen low to keep the adatoms of one pulse apart. Adatoms already present on the hot surface may be far more numerous. At a background density of $10^{-3}$ per site, an adatom from the pulse would meet about 0.8 of them within 15 ms if they are equally mobile, and about 0.45 if they are immobile. The neglect of interactions therefore assumes a background well below this, which is not established here for this surface and temperature. The single hop barrier stands for a reconstructed surface under arsenic, whose kinetics the model leaves out; the resulting error is not estimated here. The sensitivity to the barrier can be stated. Since $F\propto\sqrt D$, raising the hop barrier by 0.1 eV at fixed time and prefactor multiplies the perfect-sink $F$ by $e^{-0.05/0.07325}=0.505$, which gives about 0.16. With the edge barrier included, the hopping model gives 0.14. This change exceeds every correction calculated above. The example therefore shows a regime and does not predict a measured fraction.

\section{Using the law to infer a diffusion constant}

Solving \eqref{eq:law} for $D$ gives
\begin{equation}
D=\frac{\pi L^2F^2}{16\,t},
\end{equation}
subject to \eqref{eq:window} and to negligible encounters and desorption. A small relative error in $F$ is doubled in $D$. In the example, ignoring the edge barrier means inserting 0.288 in this formula, where the perfect-sink value 0.312 would give the correct $D$. This makes the inferred $D$ too small by about 15\%. Measuring $F$ at several times exposes this error: within the window a plot of $F$ against $\sqrt t$ has slope $4\sqrt{D/\pi}/L$, and for $\sqrt{Dt}\gg\ell$ an imperfect edge shifts the line down by $\ell/L$ without changing its slope. The slope then gives $D$ approximately: in the example, a line fitted to the hopping model with the edge barrier between 10 and 40 ms gives a $D$ about 2\% too small. The intercept is negative, and its magnitude gives the sum of the two attachment lengths divided by $L$, provided that the pulse duration and the site spacing have negligible effect on it. This limit is approached slowly: by \eqref{eq:deficit}, the tangent at $y=\sqrt{Dt}/\ell\gg1$ has the intercept $-(\ell/L)[1-2/(\sqrt\pi\,y)+\dots]$. In the example $y$ is only 4.7 at 15 ms, and the attachment length read from the intercept would be about 23\% too small according to \eqref{eq:deficit}, and about 30\% too small in the hopping model. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
tau = D t/L^2: early law, exact series, diagonalization (fractions)
  0.001: 0.07136 0.07136 0.07136
  0.010: 0.22568 0.22568 0.22567
  0.050: 0.50463 0.50409 0.50409
  0.100: 0.71365 0.69788 0.69788
  0.200: 1.00925 0.88740 0.88740
  0.500: 1.59577 0.99417 0.99417
tau where early law is 1% too high: 0.0797
tau where early law reaches 1: 0.1963
true captured fraction there: 0.8833
F(4t)/F(t), perfect sinks: 2.0000
F(4t)/F(t), slow attachment (ell = L/2): 3.9414
Example: Ga on vicinal GaAs(001), rough inputs
temperature: 850 K
thermal energy kT: 0.07325 eV
hop barrier: 1.50 eV
extra barrier at descending edge: 0.10 eV
desorption barrier: 2.50 eV
prefactor: 1.0e+13 1/s
site spacing: 4.0 angstrom
terrace width: 400 angstrom = 40 nm
pulse coverage: 1.0e-05 adatoms per site
pulse duration: 0.10 ms
observation time: 15.0 ms
hop rate per direction: 1.2772e+04 1/s
D: 2.0436e+05 angstrom^2/s = 2.044e-11 cm^2/s
D in atomic units (hbar/m_e): 1.765e-11
diffusion length sqrt(D t): 55.37 angstrom
terrace time L^2/D: 782.9 ms
tau at observation time: 0.01916
captured fraction, early law: 0.31237
captured fraction, exact series: 0.31237
captured fraction, diagonalization: 0.31237
grid shift, 400 to 800 cells: 4.8e-06
captured fraction, hopping model: 0.31247
same with edge barrier: 0.28783
attachment length ell: 11.67 angstrom
time ell^2/D: 0.666 ms
drop of F by edge barrier, hopping: 0.02464
drop of F by edge barrier, formula: 0.02577
relative drop by edge barrier: 7.89 %
relative drop by pulse duration: 0.167 %
mean partners met per adatom: 0.00803 +- 0.00008
desorbed fraction, upper estimate: 2.3e-04
step advance per pulse: 0.00125 angstrom
factor on F if hop barrier is 0.1 eV higher: 0.505
\end{verbatim}
